# Linear response from the time-averaged quasienergy Lagrangian in adiabatic Kohn–Sham theory

Q: You want to get frequency-dependent response functions by differentiating one number, an average over a period. For a static field I accept that: the energy is stationary and its derivatives are properties. What is stationary when the field oscillates?

A: The quasienergy, averaged over a period. If $\psi=e^{-i\theta(t)}\tilde\psi$ solves $(H+V)\psi=i\partial_t\psi$, then

$$(H+V-i\partial_t)\tilde\psi=\dot\theta\,\tilde\psi ,$$

because $i\partial_t$ acting on the phase factor gives $\dot\theta$. The expectation value of $H+V-i\partial_t$ in $\tilde\psi$ thus plays the part of an energy.

I use its Kohn–Sham counterpart, in atomic units. Each orbital $\varphi_i$ is doubly occupied, the basis is finite and orthonormal, and $P=\sum_i|\varphi_i\rangle\langle\varphi_i|$. The functional $E[P]$ is adiabatic: at time $t$ it depends only on $P$ at that time, and its exchange-correlation part only on the density at that time. With $F$ defined by $dE=2\,\mathrm{Tr}\,F\,dP$,

$$Q(t)=E[P]+2\,\mathrm{Tr}\,VP-2\sum_i\langle\varphi_i|i\partial_t\varphi_i\rangle ,$$

$$L=Q-2\sum_{ij}\lambda_{ji}\big(\langle\varphi_i|\varphi_j\rangle-\delta_{ij}\big),\qquad \lambda=\lambda^\dagger .$$

Braces $\{\dots\}$ denote the average over a period $T$. The postulate is $\delta\{L\}=0$ for variations with that period.

Q: A postulate is cheap. Does it give the Kohn–Sham equations?

A: Vary $\varphi_i$. The time term gives $-2\langle\delta\varphi_i|i\dot\varphi_i\rangle-2i\langle\varphi_i|\delta\dot\varphi_i\rangle$, and the second piece is

$$-2i\langle\varphi_i|\delta\dot\varphi_i\rangle=-2i\frac{d}{dt}\langle\varphi_i|\delta\varphi_i\rangle-2\langle i\dot\varphi_i|\delta\varphi_i\rangle .$$

The total derivative averages to zero by periodicity, and what remains is the complex conjugate of the first piece. The coefficient of $\langle\delta\varphi_i|$ must vanish:

$$i\partial_t\varphi_i=(F+V)\varphi_i-\sum_j\varphi_j\lambda_{ji}.$$

In $i\partial_tP$ the multiplier terms are $-\sum_{ij}|\varphi_j\rangle\lambda_{ji}\langle\varphi_i|+\sum_{ij}|\varphi_i\rangle\lambda_{ij}\langle\varphi_j|$, which cancel after relabelling. Hence $i\partial_tP=[F+V,P]$, the time-dependent Kohn–Sham equation. The multipliers fix only phases and rotations among occupied orbitals.

Q: Then how does a derivative of $\{L\}$ become a response function?

A: Write the field as

$$V(t)=\sum_k e^{-i\omega_kt}\sum_b\varepsilon_b(\omega_k)V_b,\qquad \varepsilon_b(-\omega)=\varepsilon_b(\omega)^*,$$

with Hermitian $V_b$ and every $\omega_k$ a multiple of $2\pi/T$. At the stationary point, changes of orbitals and multipliers do not alter $\{L\}$ to first order, so only the explicit dependence on the field counts:

$$\frac{d\{L\}}{d\varepsilon_a(-\omega)}=\{e^{i\omega t}\langle V_a\rangle(t)\}.$$

This is the coefficient of $e^{-i\omega t}$ in $\langle V_a\rangle(t)$. No expansion in the field was made. The part of this coefficient linear in $\varepsilon_b(\omega)$ defines $\langle\langle V_a;V_b\rangle\rangle_\omega$, so

$$\langle\langle V_a;V_b\rangle\rangle_\omega=\frac{d^2\{L\}}{d\varepsilon_a(-\omega)\,d\varepsilon_b(\omega)}\bigg|_{\varepsilon=0}.$$

Further derivatives define the nonlinear response functions. Their frequencies sum to zero, since the average removes every other product.

Q: But $\varepsilon(-\omega)$ is the conjugate of $\varepsilon(\omega)$. You cannot vary one and hold the other.

A: For a complex number $\varepsilon$, the derivatives with respect to $\varepsilon$ and $\varepsilon^*$ are fixed combinations of those along its real and imaginary parts. Using them as if the two were independent is therefore legitimate.

Q: I see no matrix yet, and the multipliers are still there.

A: A parametrization that keeps the orbitals orthonormal removes them, and then $L=Q$. Let $i,j$ label occupied and $a,b$ virtual orbitals of the field-free state, all real, with $F$ diagonal. Set $\varphi_i(t)=\sum_p\varphi_pU_{pi}(t)$, where

$$U=e^X,\qquad X=\begin{pmatrix}0&-x^\dagger\\x&0\end{pmatrix},\qquad X^2=\begin{pmatrix}-x^\dagger x&0\\0&-xx^\dagger\end{pmatrix}.$$

Since $X$ is anti-Hermitian, $U$ is unitary. A further rotation $u(t)$ among occupied orbitals leaves $P$ unchanged and adds $-2i\,\mathrm{tr}\,u^\dagger\dot u=-2i\,\frac{d}{dt}\ln\det u$ to $Q$. For periodic $u$ near the identity this averages to zero, so nothing is lost by omitting it.

To second order the occupied columns of $U$ are $1-\tfrac12x^\dagger x$ above $x$. Multiplying them by their adjoint gives

$$P_{oo}=1-x^\dagger x,\quad P_{vo}=x,\quad P_{ov}=x^\dagger,\quad P_{vv}=xx^\dagger .$$

Q: Expand the energy, then, and do not lose the spin factors.

A: There are two contributions. With $F$ held at its field-free value, $F_{ai}=0$ removes the linear term, and

$$2\,\mathrm{Tr}\,F(P-P_0)=2\sum_{ai}\Delta_{ai}|x_{ai}|^2,\qquad \Delta_{ai}=\epsilon_a-\epsilon_i .$$

The second comes from the change $F_1$ of $F$ caused by the first-order projector $P_1$. Along the straight path $sP_1$ it is $\int_0^1 2s\,ds\,\mathrm{Tr}\,F_1P_1=\mathrm{Tr}\,F_1P_1$. The density change is

$$\delta\rho=2\sum_{bj}(x_{bj}+x_{bj}^*)\varphi_b\varphi_j ,$$

where the 2 counts spin. For a local functional, therefore,

$$(F_1)_{ai}=2\sum_{bj}K_{ai,bj}(x_{bj}+x^*_{bj}),$$

$$K_{ai,bj}=\iint\varphi_a\varphi_i(\mathbf r)\left[\frac1{|\mathbf r-\mathbf r'|}+\frac{\delta^2E_{xc}}{\delta\rho(\mathbf r)\delta\rho(\mathbf r')}\right]\varphi_b\varphi_j(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

From here on $x$ is also the column vector of the $x_{ai}$, and $\Delta$ the diagonal matrix of the gaps. Then

$$E^{(2)}=2x^\dagger\Delta x+2(x+x^*)^TK(x+x^*).$$

Multiplying out, the second term is $4x^\dagger Kx+2x^TKx+2x^\dagger Kx^*$. With $\zeta=(x,x^*)$ this is

$$E^{(2)}=\tfrac12\zeta^\dagger E_2\zeta,\quad E_2=2\begin{pmatrix}A&B\\B&A\end{pmatrix},\quad A=\Delta+2K,\quad B=2K .$$

Indeed $\tfrac12\zeta^\dagger E_2\zeta=2x^\dagger Ax+x^TBx+x^\dagger Bx^*$, which reproduces every term.

Q: And the derivative term supplies $S_2$? It has no obvious minus sign between $x$ and $x^*$.

A: The sign comes from an integration by parts. To second order

$$\sum_i\langle\varphi_i|\dot\varphi_i\rangle=x^\dagger\dot x-\tfrac12\frac{d}{dt}(x^\dagger x),$$

and the total derivative drops out of the average. Also $\{x^\dagger\dot x\}=-\{\dot x^\dagger x\}=-\{x^T\dot x^*\}$. Taking half of each form,

$$-2i\{x^\dagger\dot x\}=-i\{x^\dagger\dot x-x^T\dot x^*\}=-\tfrac i2\{\zeta^\dagger S_2\dot\zeta\},\qquad S_2=2\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The field contributes $2\sum_{ai}(V_{ia}x_{ai}+V_{ai}x_{ai}^*)=\zeta^\dagger g$, with $g=2(V_{ai},V_{ia})$. Since $x$ is itself of first order in the field, $V$ times $x^2$ is of third order and is dropped.

Now put $\zeta(t)=\sum_k\zeta_ke^{-i\omega_kt}$. The derivative gives $-i\omega_k$, and $-\tfrac i2(-i\omega_k)=-\tfrac12\omega_k$. Hence

$$\{L\}^{(2)}=\sum_k\Big[\tfrac12\zeta_k^\dagger(E_2-\omega_kS_2)\zeta_k+\zeta_k^\dagger g_k\Big],\qquad g_k=\sum_b\varepsilon_b(\omega_k)g_b .$$

Q: Before you solve it: the lower half of $\zeta$ is the conjugate of the upper half. Are these $\zeta_k$ free variables?

A: Those at $\omega$ and $-\omega$ are tied. Let $\Pi$ exchange the two halves. Then $\zeta_{-k}=\Pi\zeta_k^*$ and $g_{-k}=\Pi g_k^*$, while

$$\Pi E_2\Pi=E_2,\qquad \Pi S_2\Pi=-S_2 .$$

The quadratic term at $-\omega$ therefore equals the one at $\omega$, and the two field terms are conjugates. One pair with $\omega>0$ contributes

$$\zeta^\dagger(E_2-\omega S_2)\zeta+\zeta^\dagger g+g^\dagger\zeta ,$$

and here $\zeta$ is free. Stationarity gives

$$(E_2-\omega S_2)\zeta=-g .$$

Substituting back, the quadratic term is $-\zeta^\dagger g$ and cancels the first field term. What is left is $g^\dagger\zeta$:

$$\{L\}^{(2)}=-\sum_{ab}\varepsilon_a(-\omega)\varepsilon_b(\omega)\,g_a^\dagger(E_2-\omega S_2)^{-1}g_b .$$

Differentiation yields

$$\boxed{\langle\langle V_a;V_b\rangle\rangle_\omega=-g_a^\dagger(E_2-\omega S_2)^{-1}g_b}$$

At $\omega=0$ there is a single term, with value $-\tfrac12g^\dagger E_2^{-1}g$. Its second derivative gives the same formula, the static coupled response.

Q: That was many factors of two. What would expose a wrong one?

A: The full quasienergy, evaluated from its definition without any expansion in $x$. I took CH$_4$ with a C–H distance of 2.06 bohr, the local density approximation (Slater exchange, VWN correlation) and the 6-31G basis, with a coarse integration grid for exchange and correlation. All comparisons below use that one grid; a finer grid moves the polarizabilities by about $3\times10^{-4}$ bohr$^3$, so figures quoted to more digits test consistency and are not converged values. It has 5 occupied and 12 virtual orbitals, so $E_2$ has dimension $2\times5\times12=120$.

Along a random periodic path $sx(t)$ of base frequency 1 hartree, the second derivative of $\{L\}$ with respect to $s$ should be $\sum_k\zeta_k^\dagger(E_2-\omega_kS_2)\zeta_k$. The $E_2$ part is 12.8207 hartree and the $S_2$ part $-4.3684$ hartree. Their sum, 8.4523 hartree, agrees with the numerical curvature to all printed digits.

Q: That checks the quadratic form, not the stationary value in a field.

A: Take a field $\mathcal E\cos\omega t$ along $z$. An electron has charge $-1$, so $V=+z\,\mathcal E\cos\omega t$, the induced dipole is minus the change of $\langle z\rangle$, and $\alpha=-\langle\langle z;z\rangle\rangle$. Both amplitudes $\varepsilon(\pm\omega)$ are $\mathcal E/2$, so

$$\{L\}^{(2)}=-\tfrac14\alpha(\omega)\mathcal E^2 .$$

At $\omega=0.1$ hartree the matrices give $\alpha=12.669$ bohr$^3$. For $\mathcal E=0.001$ the predicted shift is $-12.669\times10^{-6}/4$ hartree, or $-3.167$ microhartree. The converged periodic solution of the nonlinear equations gives the same shift.

The first-derivative relation can be tested in a stronger field. With $\mathcal E=0.02$, the numerical slope $d\{L\}/d\mathcal E$ is $-0.12669127$ and the average $\{\cos\omega t\,\langle z\rangle\}$ is $-0.12669126$. The linear estimate $-\alpha\mathcal E/2$ is $-0.12668845$. Its deviation, about $3\times10^{-6}$, is far larger than the mismatch of $10^{-8}$ between the first two, so the agreement extends beyond linear response.

Q: What happens when $E_2-\omega S_2$ is singular?

A: Those frequencies are the singlet excitation energies of this model, $E_2\zeta=\Omega S_2\zeta$. Both spins share each orbital, so triplet excitations, which can lie lower, do not appear among them. If the field couples to such a mode, the linear equations have no periodic solution, and the derivation fails there.

If $E_2$ is positive definite, $\zeta^\dagger E_2\zeta=\Omega\,\zeta^\dagger S_2\zeta$ has a positive left side and a real factor on the right, so $\Omega$ is real. Applying $\Pi$ to a solution gives one at $-\Omega$. Here the lowest eigenvalue of $E_2$ is 0.8716 hartree. It is twice the smallest orbital gap, 0.4358 hartree, because $A-B=\Delta$ makes $E_2$ act as $2\Delta$ on vectors $(u,-u)$, while on vectors $(u,u)$ it acts as $2(A+B)=2(\Delta+4K)$, whose eigenvalues lie no lower in this example. Since $K$ need not be positive, that last point is a numerical finding, not a general rule.

For the dipole, write $v_{ai}=z_{ai}$, take unit field amplitude and set $\zeta=(X,Y)$. The two rows are

$$AX+BY-\omega X=-v,\qquad BX+AY+\omega Y=-v .$$

Let $s=X+Y$ and $d=X-Y$. The sum is $(A+B)s-\omega d=-2v$, and the difference is $\Delta d=\omega s$. Eliminate $d$ and put $s=\Delta^{1/2}w$:

$$(M-\omega^2)w=-2\Delta^{1/2}v,\qquad M=\Delta^{1/2}(A+B)\Delta^{1/2}.$$

Since $\alpha=-2v^Ts$, the eigenvectors $w_n$ of $M$, with eigenvalues $\Omega_n^2$, give

$$\alpha(\omega)=\sum_n\frac{f_n}{\Omega_n^2-\omega^2},\qquad f_n=4(w_n^T\Delta^{1/2}v)^2\ge0 .$$

With $K=0$ the poles would be the orbital gaps. With $K$ included, the lowest pole is 0.4505 hartree (12.26 eV). It is dipole-allowed, with strength 0.3885 (the sum of $f_n$ over the modes degenerate at this frequency), and contributes $0.3885/0.4505^2=1.91$ bohr$^3$ to the static value of 12.25 bohr$^3$ (1.815 Å$^3$).

As $\omega$ rises from zero towards the lowest pole, every term with $f_n>0$ grows, and terms with $f_n=0$ contribute nothing. Accordingly $\alpha$ rises to 12.67 bohr$^3$ (1.877 Å$^3$) at 0.1 hartree and to 14.15 bohr$^3$ at 0.2 hartree. These values belong to this functional and this small basis, and they are far from the basis limit. With diffuse and polarization functions (aug-cc-pVDZ) the same functional gives 17.7, 18.4 and 21.2 bohr$^3$ at 0, 0.1 and 0.2 hartree, and the lowest pole drops to 0.338 hartree (9.2 eV) with strength 0.26.

Q: Now my main objection. Second derivatives are symmetric, so cause and effect can be exchanged. A causal response function cannot have that symmetry.

A: First, what the symmetry says. Transpose the boxed formula. The matrix is symmetric, $g^*=\Pi g$, and $\Pi$ reverses the sign of $\omega$, so

$$\langle\langle V_a;V_b\rangle\rangle_\omega=\langle\langle V_b;V_a\rangle\rangle_{-\omega}.$$

Exchanging the operators also reverses the frequency.

Q: With $V_a=V_b=z$ that says only that $\alpha$ is even. Show me a case where the sign matters.

A: Take the imaginary operator $W=i[F_0,z]$, with $F_0$ the field-free $F$. Its elements are $W_{ai}=i\Delta_{ai}v_{ai}$ and $W_{ia}=-i\Delta_{ai}v_{ai}$. For $q=(v,-v)$ one has $E_2q=2(\Delta v,-\Delta v)$ and $S_2q=2(v,v)=g_z$. Therefore

$$g_W=iE_2q=i(E_2-\omega S_2)q+i\omega g_z .$$

Insert this in the boxed formula. The first term gives $-ig_z^\dagger q=0$, and the second gives

$$\langle\langle z;W\rangle\rangle_\omega=-i\omega\alpha(\omega),$$

which is odd in $\omega$. At 0.1 hartree its imaginary part is $-0.1\times12.669=-1.2669$, as the matrices give directly, and $\langle\langle W;z\rangle\rangle_{-\omega}$ has the same value.

The quasienergy gives it as well. Use the field $\mathcal E(z\cos\omega t\pm W\sin\omega t)$, for which $\varepsilon_W(\omega)=\pm i\mathcal E/2$. At real $\omega$ the matrix is Hermitian, so $\langle\langle W;z\rangle\rangle_\omega=\langle\langle z;W\rangle\rangle_\omega^*$. The cross terms are then

$$\pm\frac{i\mathcal E^2}{4}\big(\langle\langle z;W\rangle\rangle_\omega-\langle\langle z;W\rangle\rangle_\omega^*\big)=\mp\tfrac12\mathcal E^2\,\mathrm{Im}\langle\langle z;W\rangle\rangle_\omega .$$

The difference of the two values of $\{L\}$, divided by $-\mathcal E^2$, is $-1.2669$ for the nonlinear solutions.

Q: You have explained the symmetry, but where does causality enter?

A: Through the boundary condition in time, which the periodic average does not contain. The quadratic Lagrangian has the equation of motion

$$iS_2\dot\zeta=E_2\zeta+g(t).$$

It is first order in time, so it can also be solved with $\zeta=0$ before the field starts at $t=0$. Multiply by $e^{i\nu t}$ with $\mathrm{Im}\,\nu>0$ and integrate from 0 to $\infty$. For a bounded field and positive definite $E_2$, as here, $\zeta$ does not grow exponentially. The boundary terms then vanish, and the left side becomes $\nu S_2\zeta(\nu)$:

$$(E_2-\nu S_2)\zeta(\nu)=-g(\nu).$$

The retarded response is the same function, evaluated at $\nu=\omega+i\eta$ with $\eta>0$; at a real frequency one takes $\eta\to0^+$. Exchanging the operators now sends $\nu$ to $-\nu$, in the lower half-plane, where the formula describes the advanced response. The symmetry relates retarded to advanced functions and does not contradict causality.

Q: Can the choice of half-plane be seen in a number?

A: For an impulse at $t=0$,

$$\alpha(t)=\int\frac{d\omega}{2\pi}\,\alpha(\omega+i\eta)\,e^{-i(\omega+i\eta)t}.$$

For $t<0$ the contour closes upwards, where there are no poles, and the result is zero. For $t>0$ it closes downwards around the poles at $\pm\Omega_n$ and gives $\sum_n(f_n/\Omega_n)\sin\Omega_nt$. A contour below the real axis gives zero for $t>0$ and $-\sum_n(f_n/\Omega_n)\sin\Omega_nt$ for $t<0$, a response that precedes its cause.

At $t=2$ a.u. the upper contour gives 6.1675. Real-time propagation of the nonlinear Kohn–Sham equations after a weak kick gives 6.1675 for the dipole divided by the kick strength. The lower contour puts 6.1675 at $t=-2$ a.u. instead. In the frequency domain, at $0.50+0.15i$ hartree, the propagated signal and the matrices both give $7.895+17.064i$ bohr$^3$. The numerical check below contains these comparisons.

Q: Would the argument survive an exchange-correlation potential with memory?

A: Not in this form. I used an energy $E[P(t)]$ at each instant, and that made $K$, and with it $E_2$, independent of frequency. With memory the potential at $t$ depends on earlier densities, so the kernel depends on frequency and the linear equation has the form $E_2(\omega)-\omega S_2$. Its poles then solve a nonlinear eigenvalue problem. Such a retarded kernel also cannot be the second derivative of an ordinary action in real time, because that derivative is symmetric under exchange of its two times. In the adiabatic case the kernel is instantaneous, hence symmetric, and this conflict does not arise.

## Numbers as computed

```
C-H distance: 2.06 bohr
basis functions, occupied, virtual: 17, 5, 12
dimension of E2: 120
LDA ground-state energy: -40.089697 hartree
smallest orbital gap: 0.43581 hartree
lowest eigenvalue of E2: 0.87163 hartree
-- curvature of {L} along a random periodic path --
base frequency of path: 1.0 hartree
numerical, nonlinear {L}: 8.452303 hartree
E2 part: 12.820731 hartree
-w S2 part: -4.368428 hartree
sum of both parts: 8.452303 hartree
-- polarizability from E2 - w S2 --
alpha(0): 12.24817 bohr^3
alpha(0.1 hartree): 12.66885 bohr^3
alpha(0.2 hartree): 14.15062 bohr^3
alpha(0) converted: 1.8150 angstrom^3
alpha(0.1) converted: 1.8773 angstrom^3
-- stationary nonlinear quasienergy, w = 0.1 hartree --
field amplitude: 0.001 a.u.
shift of {L}: -3.16721 microhartree
alpha from shift: 12.66885 bohr^3
Im <<z;W>>_w from {L}: -1.266884 a.u.
Im <<z;W>>_w from matrices: -1.266885 a.u.
Im <<W;z>>_-w from matrices: -1.266885 a.u.
strong field amplitude: 0.020 a.u.
d{L}/dE by differences: -0.12669127 a.u.
average of cos(wt) <z>(t): -0.12669126 a.u.
linear estimate -alpha E/2: -0.12668845 a.u.
-- poles --
lowest pole: 0.45054 hartree
lowest dipole-allowed pole: 0.45054 hartree
the same, converted: 12.260 eV
its strength f along z: 0.38853
sum of all strengths along z: 5.3990
-- causality: weak kick at t = 0 --
kick strength: 0.001 a.u.
time step, total time: 0.05, 80 a.u.
complex frequency: 0.50 + 0.15i hartree
alpha from propagation: 7.8948+17.0644j bohr^3
alpha from matrices: 7.8950+17.0645j bohr^3
probe time: 2.0 a.u.
propagated dipole/kick at +t: 6.16746 a.u.
contour above poles, +t: 6.16753 a.u.
contour above poles, -t: 0.00000 a.u. (magnitude)
contour below poles, +t: 0.00000 a.u. (magnitude)
contour below poles, -t: 6.16753 a.u.
```
